# What a quartz microbalance measures, and what film thickness requires: test program

```python
"""
Result under test: a quartz microbalance yields areal mass, not thickness.
  m_c = Zf/(2 pi f) * arctan[(Zq/Zf) tan(pi (f0-f)/f0)]   (f0/2 < f < f0)
  d_s = T * m_c / rho_s
f0, f : bare and loaded resonance frequency of the crystal
Zq, Zf: shear impedances sqrt(density*shear modulus) of plate and film
m_c   : film mass per area on the crystal
T     : tooling factor, areal mass on substrate / areal mass on crystal
rho_s : density of the film on the substrate;  d_s: its thickness
Model: lossless elastic layers, free outer faces, small source emitting
as cos^n(theta), collision-free flight, equal sticking. SI units.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh

# Round model parameters
rho_q, mu_q, f0 = 2600.0, 3.0e10, 6.0e6
films = {"stiff": (8000.0, 8.0e10), "soft": (1500.0, 3.0e9)}
rho_s = 7200.0
Zq = np.sqrt(rho_q * mu_q)
v_q = np.sqrt(mu_q / rho_q)
t_q = v_q / (2 * f0)
m_q = rho_q * t_q


def impedance(name):
    density, modulus = films[name]
    return np.sqrt(density * modulus)


def areal_mass(f, Zf):
    """Film mass per area from the loaded frequency."""
    return Zf / (2*np.pi*f) * np.arctan(Zq/Zf * np.tan(np.pi*(f0-f)/f0))


def plate_frequency(layers, degree=12):
    """Lowest shear resonance by diagonalizing the layered plate's energies.
    layers: (thickness, density, modulus); one polynomial element each."""
    nodes = -np.cos(np.pi * np.arange(degree + 1) / degree)
    points, weights = leg.leggauss(degree + 1)
    to_coeff = np.linalg.inv(leg.legvander(nodes, degree))
    values = leg.legvander(points, degree) @ to_coeff
    slopes = leg.legval(points, leg.legder(np.eye(degree + 1))).T @ to_coeff
    mass_ref = values.T @ (weights[:, None] * values)
    stiff_ref = slopes.T @ (weights[:, None] * slopes)
    size = degree * len(layers) + 1
    M, K = np.zeros((size, size)), np.zeros((size, size))
    for i, (thickness, density, modulus) in enumerate(layers):
        s = slice(i * degree, (i + 1) * degree + 1)
        h = thickness / t_q
        M[s, s] += density / rho_q * h / 2 * mass_ref
        K[s, s] += modulus / mu_q * 2 / h * stiff_ref
    shift = 10.0   # makes the uniform translation mode harmless
    w = eigh(M, K + shift * M, eigvals_only=True)
    return np.sqrt(1 / w[-2] - shift) * v_q / (2 * np.pi * t_q)


def loaded_frequency(mass, name):
    density, modulus = films[name]
    return plate_frequency([(t_q, rho_q, mu_q),
                            (mass / density, density, modulus)])


# Bare plate and inversion formula against diagonalization
assert abs(plate_frequency([(t_q, rho_q, mu_q)]) / f0 - 1) < 1e-9
for name in films:
    for load in (0.003, 0.03, 0.07):
        f = loaded_frequency(load * m_q, name)
        assert f0 / 2 < f < f0
        assert abs(areal_mass(f, impedance(name)) / (load*m_q) - 1) < 1e-6

# Second-order acoustic corrections, extracted from diagonalization.
# Tolerance 5 %: the neglected next order is up to about 2 % at this load.
for name in films:
    z = Zq / impedance(name)
    mass = 0.01 * m_q
    f = loaded_frequency(mass, name)
    x = 1 - f / f0
    total = mass / (m_q * x / (1 - x)) - 1
    assert abs(total / ((1 - z**2) * np.pi**2 * x**2 / 3) - 1) < 0.05
    f_less = loaded_frequency(0.99 * mass, name)
    f_more = loaded_frequency(1.01 * mass, name)
    step = 0.02 * mass / (Zq / 2 * (1 / f_more - 1 / f_less)) - 1
    assert abs(step / ((1 - z**2) * np.pi**2 * x**2) - 1) < 0.05

# Source at the origin, emission axis along z
substrate = np.array([0.0, 0.0, 0.40])
crystal = np.array([0.15, 0.0, 0.30])
normal_s = np.array([0.0, 0.0, 1.0])
normal_c = crystal / np.linalg.norm(crystal)   # crystal faces the source


def deposit_per_mass(position, normal, n):
    """Areal mass received per emitted mass, point formula."""
    r = np.linalg.norm(position)
    return ((n + 1) / (2*np.pi) * (position[2] / r)**n
            * (position @ normal / r) / r**2)


def caught_per_area(position, normal, n, radius=0.002):
    """Same quantity for a small disk: directions are mapped to a unit disk
    in which equal areas carry equal emitted mass; polygon area is taken."""
    e1 = np.cross([0.0, 1.0, 0.0], normal)
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(normal, e1)
    a = np.linspace(0, 2*np.pi, 4000, endpoint=False)[:, None]
    rim = position + radius * (np.cos(a) * e1 + np.sin(a) * e2)
    cos_t = rim[:, 2] / np.linalg.norm(rim, axis=1)
    s = np.sqrt(1 - cos_t**(n + 1))
    rho = np.hypot(rim[:, 0], rim[:, 1])
    X, Y = s * rim[:, 0] / rho, s * rim[:, 1] / rho
    area = abs(np.sum(X * np.roll(Y, -1) - Y * np.roll(X, -1))) / 2
    return area / np.pi / (np.pi * radius**2)


tooling = {}
for n in (1, 3):
    g_s = deposit_per_mass(substrate, normal_s, n)
    g_c = deposit_per_mass(crystal, normal_c, n)
    # finite disk size gives relative errors of order (radius/distance)^2
    assert abs(caught_per_area(substrate, normal_s, n) / g_s - 1) < 1e-3
    assert abs(caught_per_area(crystal, normal_c, n) / g_c - 1) < 1e-3
    tooling[n] = g_s / g_c

# Worked reading: stiff film
f_read = 5.94e6
m_sauerbrey = m_q * (f0 - f_read) / f0
m_c = areal_mass(f_read, impedance("stiff"))
rho_nominal = films["stiff"][0]
d_naive = m_sauerbrey / rho_nominal
d_crystal = m_c / rho_nominal
d_tooled = tooling[1] * d_crystal
d_sub = tooling[1] * m_c / rho_s

# End to end: emitted mass -> crystal frequency -> inferred thickness
emitted = m_c / deposit_per_mass(crystal, normal_c, 1)
f_sim = loaded_frequency(emitted * caught_per_area(crystal, normal_c, 1),
                         "stiff")
d_inferred = tooling[1] * areal_mass(f_sim, impedance("stiff")) / rho_s
d_caught = emitted * caught_per_area(substrate, normal_s, 1) / rho_s
assert abs(d_inferred / d_caught - 1) < 1e-3
assert abs(d_sub / d_caught - 1) < 1e-3

# Equal areal mass, very different thickness, nearly equal frequency drop
drop = {k: f0 - loaded_frequency(m_c, k) for k in films}
thick = {k: m_c / films[k][0] for k in films}
assert abs(drop["soft"] / drop["stiff"] - 1) < 0.01
assert thick["soft"] / thick["stiff"] > 5

print(f"Plate density: {rho_q:.0f} kg/m^3")
print(f"Plate shear modulus: {mu_q/1e9:.1f} GPa")
print(f"Plate impedance Zq: {Zq:.4e} kg/(m^2 s)")
print(f"Bare frequency f0: {f0/1e6:.2f} MHz")
print(f"Plate thickness: {t_q*1e6:.2f} um")
print(f"Plate areal mass: {m_q*1e3:.2f} g/m^2")
for k in films:
    print(f"{k} film density: {films[k][0]:.0f} kg/m^3")
    print(f"{k} film shear modulus: {films[k][1]/1e9:.1f} GPa")
    print(f"{k} film z = Zq/Zf: {Zq/impedance(k):.4f}")
print(f"Equal areal mass on crystal: {m_c*1e3:.4f} g/m^2")
for k in films:
    print(f"  {k}: thickness {thick[k]*1e9:.1f} nm, "
          f"drop {drop[k]/1e3:.3f} kHz")
for f in (5.94e6, 5.40e6):
    print(f"Total areal mass at {f/1e6:.2f} MHz, in g/m^2:")
    print(f"  Sauerbrey: {m_q*(f0-f)/f0*1e3:.4f}")
    matched = areal_mass(f, Zq)
    print(f"  z = 1: {matched*1e3:.4f}")
    for k in films:
        m = areal_mass(f, impedance(k))
        print(f"  {k}: {m*1e3:.4f} ({100*(m/matched-1):+.2f} % vs z=1)")
fa, fb = 5.41e6, 5.40e6
print(f"Added mass, {fa/1e6:.2f} to {fb/1e6:.2f} MHz, in g/m^2:")
print(f"  Sauerbrey: {m_q*(fa-fb)/f0*1e3:.4f}")
matched = areal_mass(fb, Zq) - areal_mass(fa, Zq)
print(f"  z = 1: {matched*1e3:.4f}")
for k in films:
    dm = areal_mass(fb, impedance(k)) - areal_mass(fa, impedance(k))
    print(f"  {k}: {dm*1e3:.4f} ({100*(dm/matched-1):+.2f} % vs z=1)")
print(f"Substrate position x,z: {substrate[0]:.2f}, {substrate[2]:.2f} m")
print(f"Crystal position x,z: {crystal[0]:.2f}, {crystal[2]:.2f} m")
print(f"Crystal emission-angle cosine: {normal_c[2]:.4f}")
g_s = deposit_per_mass(substrate, normal_s, 1)
g_c = deposit_per_mass(crystal, normal_c, 1)
print(f"G substrate, crystal (n=1): {g_s:.4f}, {g_c:.4f} 1/m^2")
print(f"Tooling factor n=1: {tooling[1]:.4f}")
print(f"Tooling factor n=3: {tooling[3]:.4f}")
print(f"True/old-calibration thickness: {tooling[3]/tooling[1]:.4f}")
print(f"Emitted mass (n=1): {emitted*1e3:.4f} g")
print(f"Substrate film density: {rho_s:.0f} kg/m^3")
print(f"Naive thickness (Sauerbrey, T=1): {d_naive*1e9:.1f} nm")
print(f"With full resonance relation: {d_crystal*1e9:.1f} nm")
print(f"With tooling also: {d_tooled*1e9:.1f} nm")
print(f"With substrate density also: {d_sub*1e9:.1f} nm")
print(f"Naive/true thickness: {d_naive/d_sub:.4f}")
per_hz = m_q / f0
print(f"Areal mass per Hz, thin load: {per_hz*1e6:.4f} mg/m^2")
print(f"Substrate nm per Hz: {tooling[1]*per_hz/rho_s*1e9:.5f} nm")
print("PASS")
```

Output:

```
Plate density: 2600 kg/m^3
Plate shear modulus: 30.0 GPa
Plate impedance Zq: 8.8318e+06 kg/(m^2 s)
Bare frequency f0: 6.00 MHz
Plate thickness: 283.07 um
Plate areal mass: 735.98 g/m^2
stiff film density: 8000 kg/m^3
stiff film shear modulus: 80.0 GPa
stiff film z = Zq/Zf: 0.3491
soft film density: 1500 kg/m^3
soft film shear modulus: 3.0 GPa
soft film z = Zq/Zf: 4.1633
Equal areal mass on crystal: 7.4363 g/m^2
  stiff: thickness 929.5 nm, drop 60.000 kHz
  soft: thickness 4957.5 nm, drop 60.339 kHz
Total areal mass at 5.94 MHz, in g/m^2:
  Sauerbrey: 7.3598
  z = 1: 7.4341
  stiff: 7.4363 (+0.03 % vs z=1)
  soft: 7.3946 (-0.53 % vs z=1)
Total areal mass at 5.40 MHz, in g/m^2:
  Sauerbrey: 73.5980
  z = 1: 81.7756
  stiff: 84.2165 (+2.98 % vs z=1)
  soft: 58.4093 (-28.57 % vs z=1)
Added mass, 5.41 to 5.40 MHz, in g/m^2:
  Sauerbrey: 1.2266
  z = 1: 1.5116
  stiff: 1.6384 (+8.39 % vs z=1)
  soft: 0.6447 (-57.35 % vs z=1)
Substrate position x,z: 0.00, 0.40 m
Crystal position x,z: 0.15, 0.30 m
Crystal emission-angle cosine: 0.8944
G substrate, crystal (n=1): 1.9894, 2.5307 1/m^2
Tooling factor n=1: 0.7861
Tooling factor n=3: 0.9826
True/old-calibration thickness: 1.2500
Emitted mass (n=1): 2.9384 g
Substrate film density: 7200 kg/m^3
Naive thickness (Sauerbrey, T=1): 920.0 nm
With full resonance relation: 929.5 nm
With tooling also: 730.7 nm
With substrate density also: 811.9 nm
Naive/true thickness: 1.1331
Areal mass per Hz, thin load: 0.1227 mg/m^2
Substrate nm per Hz: 0.01339 nm
PASS
```
